\section*{The Yeh–Berkowitz slab correction and its exponentially small residual error}

\section{Two charged sheets}

Take a sheet with charge $-\sigma$ per unit area at $z=0$ and a sheet with $+\sigma$ at $z=t$. Hartree atomic units are used, so Gauss's law gives a jump of $4\pi\sigma$ in the normal field across the upper sheet. An isolated pair has no field outside and $-4\pi\sigma$ between the sheets. Its field energy per area is
\begin{equation}
u_{\rm slab}=\frac{(4\pi\sigma)^2t}{8\pi}=2\pi\sigma^2t .
\end{equation}

Now repeat the pair along $z$ with period $L_z>t$ and require the potential to be periodic. The jumps at the sheets are unchanged, so the field can differ from the isolated one only by a constant $F$: it is $F-4\pi\sigma$ between the sheets and $F$ in the gap. A periodic potential has no drop over one period, hence
\begin{equation}
(F-4\pi\sigma)t+F(L_z-t)=0,\qquad F=\frac{4\pi\sigma t}{L_z}.
\end{equation}
The energy per area is now
\begin{align}
u_{\rm per}&=\frac{1}{8\pi}\left[(F-4\pi\sigma)^2t+F^2(L_z-t)\right]\nonumber\\
&=2\pi\sigma^2t-\sigma tF+\frac{F^2L_z}{8\pi}
=2\pi\sigma^2t-\frac{2\pi\sigma^2t^2}{L_z}.
\end{align}
For lateral area $A$, the dipole is $M_z=A\sigma t$ and the volume is $V=AL_z$. Multiplying by $A$ gives
\begin{equation}
E_{\rm per}=E_{\rm slab}-\frac{2\pi M_z^2}{V}.
\end{equation}
Periodicity has added a uniform field, and $2\pi M_z^2/V$ undoes its effect on the energy. For uniform sheets nothing else remains. Lateral structure adds a term that decays exponentially with the ratio of the gap to the lateral period. It is negligible only when the gap is large enough on that scale; for a lateral period several times the gap it can exceed $2\pi M_z^2/V$.

\section{The general statement}

Let fixed point charges $q_i$ sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ in a neutral cell, $\sum_iq_i=0$. The lateral lattice has vectors $\mathbf R$ and reciprocal vectors $\mathbf G$, with $G=|\mathbf G|$. The slab has thickness $t=z_{\max}-z_{\min}<L_z$, and the gap is $g=L_z-t$. The dipole $M_z=\sum_iq_iz_i$ is taken over the unbroken slab.

The three-dimensional energy $E_{3D}$ is the Ewald energy with the $\mathbf k=0$ term omitted (tin-foil boundary). Ewald's splitting only speeds up the sum; the underlying pair kernel is
\begin{equation}
\psi_{3D}(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}.
\label{eq:k3}
\end{equation}
The energy is $\frac12\sum_{ij}q_iq_j\psi_{3D}(\mathbf r_i-\mathbf r_j)$, where for $i=j$ the self-interaction $1/r$ is subtracted before $r\to0$. The result to be derived is
\begin{align}
E_{3D}+\frac{2\pi M_z^2}{V}&=E_{\rm slab}+\Delta,\label{eq:main}\\
\Delta&=\sum_{\mathbf G\ne0}\frac{2\pi}{AG}\,
\frac{\operatorname{Re}[S_+(\mathbf G)S_-(\mathbf G)^*]}{e^{GL_z}-1},\label{eq:delta}\\
S_\pm(\mathbf G)&=\sum_iq_i\,e^{i\mathbf G\cdot\boldsymbol\rho_i\pm Gz_i}.
\end{align}

\subsection{The kernel of one slab}

Both derivations need the interaction of a charge with a laterally periodic set of charges. Sum over blocks of cells symmetric under $\mathbf R\to-\mathbf R$:
\begin{equation}
\chi(\mathbf r)=\lim\left[\frac1r+\sum_{\mathbf R\ne0}
\left(\frac1{|\mathbf r+\mathbf R|}-\frac1R\right)\right].
\end{equation}
The subtracted constant is the same for every pair, including $i=j$, so it drops out of the energy of a neutral cell. Terms linear in $\mathbf r$ cancel between $\mathbf R$ and $-\mathbf R$; the rest fall as $r^2/R^3$, and the two-dimensional sum converges. Moving the block by one lattice vector changes strips at opposite edges, whose contributions cancel in the limit, so $\chi$ is laterally periodic.

Write $\chi=\sum_{\mathbf G}h_G(z)e^{i\mathbf G\cdot\boldsymbol\rho}$. Poisson's equation, with one unit charge per area $A$, gives
\begin{equation}
h_G''-G^2h_G=-\frac{4\pi}{A}\delta(z).
\end{equation}
At distance $r$, the cells with $R<2r$ number about $r^2$ and contribute at most of order $r$; the remaining terms also sum to order $r$. Thus $\chi$ cannot grow exponentially, and for $G\ne0$ the solution is $h_G=(2\pi/AG)e^{-G|z|}$, whose slope jumps by $-4\pi/A$ as required. For $G=0$ the solution is $-2\pi|z|/A$ plus a linear function. The sum is even in $z$, so only a constant survives, and neutrality removes it. The slab kernel is therefore
\begin{equation}
\psi_{2D}(\mathbf r)=-\frac{2\pi|z|}{A}
+\sum_{\mathbf G\ne0}\frac{2\pi}{AG}e^{i\mathbf G\cdot\boldsymbol\rho-G|z|}.
\label{eq:k2}
\end{equation}

\section{First derivation: summing over \texorpdfstring{$k_z$}{kz}}

Write $\mathbf k=(\mathbf G,k_z)$ with $k_z=2\pi m/L_z$ and integer $m$, and carry out the $k_z$ sum in (\ref{eq:k3}) for each $\mathbf G$.

\paragraph{Terms with $\mathbf G\ne0$.}
The function $\sum_n(2\pi/AG)e^{-G|z+nL_z|}$ has period $L_z$. Integrating all its terms over one period is the same as integrating the $n=0$ term over the whole line, so its Fourier coefficient is
\begin{equation}
\frac{1}{L_z}\int_{-\infty}^{\infty}\frac{2\pi}{AG}e^{-G|z|-ik_zz}\,dz
=\frac{2\pi}{AGL_z}\frac{2G}{G^2+k_z^2}
=\frac{4\pi}{V(G^2+k_z^2)}.
\end{equation}
This is the coefficient in (\ref{eq:k3}). The $n=0$ term belongs to the isolated slab. For $|z|<L_z$ the others form geometric series:
\begin{equation}
\sum_{n\ne0}e^{-G|z+nL_z|}
=(e^{Gz}+e^{-Gz})\sum_{n\ge1}e^{-nGL_z}
=\frac{2\cosh Gz}{e^{GL_z}-1}.
\end{equation}

\paragraph{Terms with $\mathbf G=0$.}
Here $k_z=0$ is missing. Consider $f(z)=z^2-L_zz$ on $0\le z\le L_z$. For $k_z\ne0$, integration by parts gives
\begin{align}
\int_0^{L_z}z\,e^{-ik_zz}dz&=\frac{iL_z}{k_z},\\
\int_0^{L_z}z^2e^{-ik_zz}dz&=\frac{iL_z^2}{k_z}+\frac{2}{ik_z}\frac{iL_z}{k_z}
=\frac{iL_z^2}{k_z}+\frac{2L_z}{k_z^2}.
\end{align}
The coefficient of $f$ is thus $2/k_z^2$, and its mean is $L_z^2/3-L_z^2/2=-L_z^2/6$. Since $f$ vanishes at both ends, its periodic continuation is continuous and the series converges to it. Multiplying by $2\pi/V$, removing the mean and using evenness in $z$, we obtain for $|z|\le L_z$
\begin{equation}
\frac{4\pi}{V}\sum_{k_z\ne0}\frac{e^{ik_zz}}{k_z^2}
=-\frac{2\pi|z|}{A}+\frac{2\pi z^2}{V}+\frac{\pi L_z}{3A}.
\label{eq:flat}
\end{equation}
The first term is the $\mathbf G=0$ part of the slab kernel. The parabola appears because omitting $k_z=0$ amounts to giving each charge a uniform compensating background.

\paragraph{Energy.}
Subtracting (\ref{eq:k2}) gives
\begin{equation}
\psi_{3D}-\psi_{2D}=\frac{2\pi z^2}{V}+\frac{\pi L_z}{3A}
+\sum_{\mathbf G\ne0}\frac{2\pi}{AG}e^{i\mathbf G\cdot\boldsymbol\rho}
\frac{2\cosh Gz}{e^{GL_z}-1}.
\end{equation}
This difference is smooth at $\mathbf r=0$: the same $1/r$ is removed from both kernels, so it may be used for $i=j$ too. Insert it into $\frac12\sum_{ij}q_iq_j$. The constant gives $(\sum_iq_i)^2=0$. The parabola gives
\begin{equation}
\frac{\pi}{V}\sum_{ij}q_iq_j(z_i^2+z_j^2-2z_iz_j)
=\frac{2\pi}{V}\Big(\sum_iq_i\Big)\Big(\sum_jq_jz_j^2\Big)-\frac{2\pi M_z^2}{V}
=-\frac{2\pi M_z^2}{V}.
\label{eq:quad}
\end{equation}
For the last term, use
\begin{equation}
\sum_{ij}q_iq_je^{i\mathbf G\cdot(\boldsymbol\rho_i-\boldsymbol\rho_j)}
\,2\cosh G(z_i-z_j)=S_+S_-^*+S_-S_+^*=2\operatorname{Re}[S_+S_-^*].
\end{equation}
The factor $\frac12$ in the energy cancels this 2 and leaves (\ref{eq:delta}). Hence $E_{3D}-E_{\rm slab}=-2\pi M_z^2/V+\Delta$, which is (\ref{eq:main}).

\section{Second derivation: stacking slab potentials}

The second route builds the periodic potential from isolated slabs, without a sum over $k_z$. Let $\phi(\mathbf r)=\sum_jq_j\psi_{2D}(\mathbf r-\mathbf r_j)$. Above the slab, neutrality gives for the $G=0$ part
\begin{equation}
-\frac{2\pi}{A}\sum_jq_j(z-z_j)=+\frac{2\pi M_z}{A},
\end{equation}
and below it the same steps give $-2\pi M_z/A$. A neutral slab has no laterally averaged field outside, only a potential step of $4\pi M_z/A$.

Stack $2N+1$ slabs, $\Phi_N(\mathbf r)=\sum_{n=-N}^N\phi(\mathbf r-nL_z\hat{\mathbf z})$. Inside the central slab, the constants from the $N$ slabs below and the $N$ slabs above cancel, and the $G\ne0$ parts decay geometrically with $n$. The limit $\Phi$ therefore exists. For $M_z\ne0$ it is not periodic. Moving up one period adds the potential far above a slab and removes the potential far below one:
\begin{equation}
\Phi(\mathbf r+L_z\hat{\mathbf z})-\Phi(\mathbf r)
=\frac{2\pi M_z}{A}-\left(-\frac{2\pi M_z}{A}\right)=\frac{4\pi M_z}{A}.
\end{equation}
A linear potential restores periodicity:
\begin{equation}
\Phi_{\rm per}=\Phi-Fz+c,\qquad F=\frac{4\pi M_z}{AL_z}=\frac{4\pi M_z}{V}.
\label{eq:F}
\end{equation}
The Ewald potential obeys the same Poisson equation and is also periodic. The difference of the two is a periodic function without sources, so each Fourier coefficient with $\mathbf k\ne0$ satisfies $k^2a_{\mathbf k}=0$ and vanishes. Up to a constant, $\Phi_{\rm per}$ is the Ewald potential.

The energy is half the sum of charge times potential, self-interactions removed. The constant $c$ drops out by neutrality, and the linear term gives
\begin{equation}
-\frac12F\sum_iq_iz_i=-\frac12\frac{4\pi M_z}{V}M_z=-\frac{2\pi M_z^2}{V}.
\end{equation}
The factor $\frac12$ is there because the field is produced by the dipole itself.

The other slabs remain. For a slab displaced upward by $d\geq L_z$, the distance in $z$ between charge $i$ of the first slab and charge $j$ of the second is $d+z_j-z_i>0$. The interaction per cell is
\begin{equation}
W(d)=\sum_{\mathbf G\ne0}\frac{2\pi}{AG}
\operatorname{Re}[S_+S_-^*]\,e^{-Gd}.
\end{equation}
Its $G=0$ part is a constant potential acting on a neutral slab, which is zero. A slab displaced downward gives the same energy, since the pair is the same. Thus
\begin{equation}
\frac12\sum_{n\ne0}W(|n|L_z)=\sum_{n\ge1}W(nL_z)=\Delta,
\end{equation}
because $\sum_{n\ge1}e^{-nGL_z}=1/(e^{GL_z}-1)$. This proves (\ref{eq:main}) again. It also shows that the quadratic term is not a dipole--dipole interaction between slabs: a stack summed slab by slab has energy $E_{\rm slab}+\Delta$ per cell.

The field picture gives the forces. Differentiating (\ref{eq:main}),
\begin{equation}
F_{i,z}^{\rm slab}-F_{i,z}^{3D}=-\frac{4\pi M_zq_i}{V}+\frac{\partial\Delta}{\partial z_i}.
\end{equation}
If the charges can redistribute, the potential $Fz$ must enter the equations that determine them, since the correction depends on them through $M_z$.

\section{How fast the residual decays}

Let $Q=\sum_i|q_i|$. Then $|S_+|\le Qe^{Gz_{\max}}$ and $|S_-|\le Qe^{-Gz_{\min}}$, so $|S_+S_-^*|\le Q^2e^{Gt}$. With $L_z-t=g$,
\begin{equation}
|\Delta|\le Q^2\sum_{\mathbf G\ne0}\frac{2\pi}{AG}\frac{e^{-Gg}}{1-e^{-GL_z}}.
\label{eq:bound}
\end{equation}
At large gap and fixed slab, the shortest vectors dominate: $\Delta\simeq Ce^{-G_{\min}g}$, where
\begin{equation}
C=e^{-G_{\min}t}\sum_{|\mathbf G|=G_{\min}}\frac{2\pi}{AG}
\operatorname{Re}[S_+S_-^*].
\end{equation}
For a square cell of side $L_\parallel$, $G_{\min}=2\pi/L_\parallel$ and the error decays as $e^{-2\pi g/L_\parallel}$. For a rectangle, $L_\parallel$ is the longer side.

If $C=0$, the decay is faster. Suppose the slab consists of two copies displaced by half of both sides of a square cell. For $\mathbf G=(2\pi/L_\parallel)(m,n)$ each $S_\pm$ acquires the factor $1+(-1)^{m+n}$. The shortest vectors drop out, and the asymptotic rate rises to at least $\sqrt2\,(2\pi/L_\parallel)$. At finite gaps the longer vectors can put the local rate slightly below this value.

\section{Numerical example}

Four charges $+1,-1,+0.5,-0.5\,e$ lie at heights $4,0,3,1$ bohr and lateral positions $(0,0)$, $(2,1)$, $(5,6)$, $(7,4)$ bohr in a square cell of side 10 bohr. Thus $t=4$ bohr and
\begin{equation}
M_z=4+0+1.5-0.5=5\ e\,\text{bohr}.
\end{equation}
For $L_z=26$ bohr the gap is 22 bohr and $V=2600$ bohr$^3$, so
\begin{equation}
\frac{2\pi M_z^2}{V}=\frac{2\pi\times25}{2600}=0.060415\ \text{hartree}=1.644\ \text{eV}.
\end{equation}
The Ewald energy is $-0.231719$ hartree. Adding the correction gives $-0.171304$ hartree, which agrees to these digits with $E_{\rm slab}$ from a direct lateral sum in real space. The errors relative to that sum, in hartree, are:
\begin{center}
\begin{tabular}{rrr}
gap (bohr) & uncorrected & corrected\\
6 & $-0.1593$ & $-2.18\times10^{-3}$\\
14 & $-0.0873$ & $-1.27\times10^{-5}$\\
22 & $-0.0604$ & $-8.16\times10^{-8}$
\end{tabular}
\end{center}
The uncorrected error falls essentially as $1/L_z$. The corrected error follows (\ref{eq:delta}) at every gap computed. Between gaps of 18 and 22 bohr its decay rate is 0.6296 bohr$^{-1}$, against $2\pi/10=0.6283$ bohr$^{-1}$; longer $\mathbf G$ vectors account for the difference. At a gap of 6 bohr they matter more: the leading term alone gives $-1.89\times10^{-3}$ hartree. The bound (\ref{eq:bound}) at 22 bohr is $3.6\times10^{-6}$ hartree, far above the actual error.

The dipole must come from the unbroken slab. Moving the second charge from $z=0$ to its periodic image at $z=26$ bohr leaves the Ewald energy unchanged, but the computed dipole becomes $5-26=-21\ e$ bohr. The ``corrected'' energy then differs from that of the intended slab by 1.005 hartree. Equation (\ref{eq:main}) still holds, but for a different slab, 25 bohr thick with a gap of 1 bohr. The numerical check checks these results and the decay rates numerically. Of the force formula it tests only the dipole term $-4\pi M_zq_i/V$, at $L_z=26$ bohr, where $\partial\Delta/\partial z_i$ lies below the tolerance of the test.

\section{What each derivation assumes}

Both derivations use the slab kernel (\ref{eq:k2}), fixed charges, neutrality and $t<L_z$. They differ in where these conditions act and in what represents the tin-foil boundary.

In the first, the boundary condition is the missing $\mathbf k=0$ term. No order of summation over slabs has to be chosen. Neutrality removes the constant in (\ref{eq:flat}) and the second moment in (\ref{eq:quad}). The condition $t<L_z$ keeps every $z_i-z_j$ in the range where the parabola and the image sum hold.

In the second, the boundary condition is periodicity of the potential, and uniqueness replaces the $k_z$ sums. Slabs are added symmetrically. As long as both numbers grow without limit, an unequal number above and below only shifts the potential in the central slab by a constant, which does not affect a neutral cell. Neutrality makes the averaged potential flat outside each slab, and $t<L_z$ keeps neighbouring slabs from overlapping.

For a charged cell the result (\ref{eq:main}) fails. The lateral sum for $E_{\rm slab}$ diverges, the second moment in (\ref{eq:quad}) survives, and $M_z$ changes when the origin is moved. The term $2\pi M_z^2/V$ alone then has no definite value and cannot serve as the correction. The kernel difference $\psi_{3D}-\psi_{2D}$ remains valid. If the slab energy is defined by the kernel (\ref{eq:k2}), a net charge $q_{\rm tot}=\sum_iq_i$ replaces $-2\pi M_z^2/V$ by $(2\pi/V)(q_{\rm tot}\sum_jq_jz_j^2-M_z^2)+\pi L_zq_{\rm tot}^2/(6A)$, which does not depend on the origin.

\section*{Computed values}
\begin{verbatim}
charge 1: q = +1.0 e, (x, y, z) = (0, 0, 4) bohr
charge 2: q = -1.0 e, (x, y, z) = (2, 1, 0) bohr
charge 3: q = +0.5 e, (x, y, z) = (5, 6, 3) bohr
charge 4: q = -0.5 e, (x, y, z) = (7, 4, 1) bohr
lateral cell side = 10.0 bohr, thickness = 4.0 bohr
slab dipole M_z = 5.000 e bohr
shortest lateral vector 2 pi/L = 0.628319 1/bohr
G=0 kernel, z=3, Lz=20 bohr: sum 0.04921828, closed form 0.04921828 1/bohr
G=G_min kernel, same z, Lz: sum 0.01518593, closed form 0.01518593 1/bohr
two slabs 10 bohr apart: W direct -0.002181193, Fourier -0.002181193 hartree
two slabs 14 bohr apart: W direct -0.000162612, Fourier -0.000162612 hartree
E_slab (direct lateral sum) = -0.1713035828 hartree
leading residual prefactor C = -0.081931 hartree
gap 6 bohr, Lz 10 bohr: E_3D = -0.33056799, 2 pi M_z^2/V = 0.15707963 hartree
   error: uncorrected -1.5926e-01, corrected -2.1848e-03 hartree
   Delta formula -2.1848e-03, bound 9.7187e-02, leading term -1.8888e-03 hartree
gap 10 bohr, Lz 14 bohr: E_3D = -0.28366596, 2 pi M_z^2/V = 0.11219974 hartree
   error: uncorrected -1.1236e-01, corrected -1.6264e-04 hartree
   Delta formula -1.6264e-04, bound 7.0848e-03, leading term -1.5300e-04 hartree
gap 14 bohr, Lz 18 bohr: E_3D = -0.25858272, 2 pi M_z^2/V = 0.08726646 hartree
   error: uncorrected -8.7279e-02, corrected -1.2675e-05 hartree
   Delta formula -1.2675e-05, bound 5.5469e-04, leading term -1.2393e-05 hartree
gap 18 bohr, Lz 22 bohr: E_3D = -0.24270443, 2 pi M_z^2/V = 0.07139983 hartree
   error: uncorrected -7.1401e-02, corrected -1.0120e-06 hartree
   Delta formula -1.0120e-06, bound 4.4400e-05, leading term -1.0039e-06 hartree
gap 22 bohr, Lz 26 bohr: E_3D = -0.23171891, 2 pi M_z^2/V = 0.06041524 hartree
   error: uncorrected -6.0415e-02, corrected -8.1550e-08 hartree
   Delta formula -8.1550e-08, bound 3.5814e-06, leading term -8.1319e-08 hartree
correction at gap 22 bohr = 1.64398 eV
corrected error at gap 22 bohr = -2.219e-06 eV
Lz 26 bohr, charge 1: F_slab - F_3D = -0.0241662, formula -0.0241661 hartree/bohr
uniform field 4 pi M_z/V at Lz 26 bohr = 0.0241661 hartree/(e bohr)
square cell: measured rate 0.62961, 2 pi/L 0.62832 1/bohr
8 x 12 bohr cell: measured rate 0.52352, 2 pi/(longer side) 0.52360 1/bohr
slab copied by (5, 5, 0) bohr: measured rate 0.88759, sqrt(2) 2 pi/L 0.88858 1/bohr
charge 2 wrapped to z = 26 bohr: M_z = -21.000 e bohr
   E_3D change 0.0e+00, corrected error 1.005310 hartree
\end{verbatim}
